\section*{Bulk and Dipole Terms of the Effective Work Function}

\section{The error to be removed}

Suppose that the barrier between a gate metal and an insulator is estimated from quantities measured in vacuum: the work function of the metal minus the electron affinity of the insulator. In the model metal and insulator treated below, this gives \(5.058-1.150=3.908\) eV. When the two are joined and the electrons are allowed to readjust, the barrier is \(3.241\) eV. The estimate is too high by \(0.667\) eV.

A hasty repair fails as well. One may say that the insulator replaces the surface dipole of the metal by an interface dipole, and exchange one for the other in the formula for the work function. In the same model this gives \(2.65\) eV for an effective work function that is really \(4.39\) eV. To find the correct rule, the part of the work function that belongs to the interior of the metal must be separated from the part made at its boundary, and the free surface of the insulator must be counted too.

\section{Definitions and assumptions}

All energies are electron energies. The electrostatic potential energy of an electron is \(v=-e\phi\), with \(e>0\), averaged over planes parallel to the surface. The normal coordinate \(z\) points from the metal outwards. Inside a crystal, \(v\) is also averaged over one period along \(z\); the resulting constants are \(V_m\) in the metal and \(V_i\) in the insulator. The value outside a surface is \(V_{\rm vac}\). Define
\begin{align}
\mu&=E_F-V_m, & D_m&=V_{\rm vac}-V_m \quad\text{(free metal)},\\
\Delta&=V_i-V_m \quad\text{(joined)}, & D_i&=V_{\rm vac}-V_i \quad\text{(free insulator)}.
\end{align}
Here \(\mu\) is the bulk chemical potential, referred to the mean electrostatic energy in the metal, and the other three are potential steps. With \(E_c\) the conduction band edge deep in the insulator, the barrier, the affinity and the effective work function are
\begin{equation}
\phi_B=E_c-E_F,\qquad \chi=V_{\rm vac}-E_c,\qquad
\Phi_{\rm eff}=\phi_B+\chi .
\label{eq:def}
\end{equation}
The barrier is taken in the joined system, the affinity at the free insulator surface.

The assumptions are these.
\begin{enumerate}
\item Metal and insulator are thick enough for their interiors to have bulk densities and bulk levels.
\item The Fermi level lies in the insulator's gap, and the interior of the insulator holds no net charge and no macroscopic field (flat bands). Charge may still be displaced close to the contact.
\item Contact does not alter the composition, strain or temperature of the metal's interior.
\item Electrons move in a mean field. Apart from the electrostatic part, this field is fixed deep inside each material by the density nearby.
\end{enumerate}

\section{The theorem}

\paragraph{Theorem.} Under these assumptions,
\begin{align}
\Phi_m&=D_m-\mu, \label{eq:free}\\
\Phi_{\rm eff}&=\Delta+D_i-\mu, \label{eq:eff}\\
\Phi_{\rm eff}-\Phi_m&=\Delta-(D_m-D_i), \label{eq:diff}
\end{align}
with the same \(\mu\) in the first two lines. Replacing vacuum by an insulator changes the dipole part of the work function and leaves the bulk part as it was.

\paragraph{Lemma 1 (a step is a first moment).} Let \(n\) be the electron density, \(n_+\) the positive charge density divided by \(e\), and \(q=n-n_+\). If there is no field in the vacuum outside, then for any \(z_0\)
\begin{equation}
V_{\rm vac}-v(z_0)=\frac{e^2}{\varepsilon_0}\int_{z_0}^{\infty}(z-z_0)\,q(z)\,dz .
\label{eq:moment}
\end{equation}

\paragraph{Proof.} The charge density is \(\rho=-eq\), and Poisson's equation is \(\phi''=-\rho/\varepsilon_0=eq/\varepsilon_0\). Multiplication by \(-e\) gives \(v''=-(e^2/\varepsilon_0)q\). Integrate from \(z\) to infinity, where \(v'=0\):
\begin{equation}
0-v'(z)=-\frac{e^2}{\varepsilon_0}\int_z^\infty q(z')\,dz'
\;\Longrightarrow\;
v'(z)=\frac{e^2}{\varepsilon_0}\int_z^\infty q(z')\,dz' .
\end{equation}
Integrate once more, from \(z_0\) to infinity, and exchange the order of integration. For a given \(z'\), the variable \(z\) runs from \(z_0\) to \(z'\):
\begin{equation}
V_{\rm vac}-v(z_0)=\frac{e^2}{\varepsilon_0}\int_{z_0}^\infty dz'\,q(z')\int_{z_0}^{z'}dz ,
\end{equation}
and the inner integral is \(z'-z_0\). This is the claim.

In a uniform interior \(v(z_0)=V_m\), and the formula gives \(D_m\) directly. In a crystal, its average over \(z_0\) within one interior period gives \(D_m\). Electrons that spill outwards add to \(q\) at large \(z\) and leave a deficit at smaller \(z\). The moment is then positive, and the resulting step holds electrons back.

\paragraph{Lemma 2 (the bulk term is local).} The value of \(\mu\) is the same for the free metal and for the metal under the insulator.

\paragraph{Proof.} By assumptions 1 and 3 the interior density is the bulk density in both cases. By assumption 4 it fixes the one-electron levels measured from \(V_m\), and hence their density of states per volume \(g(\varepsilon)\). Neutrality of the interior requires
\begin{equation}
\bar n=\int g(\varepsilon)\,\frac{d\varepsilon}{1+e^{(\varepsilon-\mu)/k_BT}},
\label{eq:fill}
\end{equation}
where \(\bar n\) is the mean bulk density of the electrons counted in \(g\). The right side grows strictly with \(\mu\) at \(T>0\), so the equation has one solution. Nothing in it refers to a surface.

What the boundary can do is shift \(V_m\) relative to the outside. The levels and \(E_F\) then shift by the same amount, and \(E_F-V_m\) stays fixed.

\paragraph{Lemma 3 (barrier and affinity).} Let \(\varepsilon_c=E_c-V_i\), a bulk property of the insulator by the same reasoning. Then \(\chi=D_i-\varepsilon_c\) and \(\phi_B=\Delta+\varepsilon_c-\mu\).

\paragraph{Proof.} At the free insulator surface,
\begin{equation}
\chi=V_{\rm vac}-E_c=(V_{\rm vac}-V_i)-(E_c-V_i)=D_i-\varepsilon_c .
\end{equation}
In the joined system \(E_c=V_i+\varepsilon_c\) and \(E_F=V_m+\mu\), so
\begin{equation}
\phi_B=(V_i+\varepsilon_c)-(V_m+\mu)=\Delta+\varepsilon_c-\mu .
\end{equation}

\paragraph{Proof of the theorem.} For the free metal, add and subtract \(V_m\):
\begin{equation}
\Phi_m=V_{\rm vac}-E_F=(V_{\rm vac}-V_m)-(E_F-V_m)=D_m-\mu .
\end{equation}
For the joined system, add the two results of Lemma 3:
\begin{equation}
\Phi_{\rm eff}=(\Delta+\varepsilon_c-\mu)+(D_i-\varepsilon_c)=\Delta+D_i-\mu .
\end{equation}
The band edge has cancelled. By Lemma 2 both lines contain the same \(\mu\), which cancels in their difference:
\begin{equation}
\Phi_{\rm eff}-\Phi_m=(\Delta+D_i-\mu)-(D_m-\mu)=\Delta-(D_m-D_i).
\end{equation}

\paragraph{Remark 1 (direct reading).} Let the outer side of the insulator be the free surface for which \(\chi\) was defined. With flat bands the total step from the metal's interior to the vacuum beyond the insulator is \(\Delta+D_i\). Hence \(\Phi_{\rm eff}\) is the energy of that vacuum level above \(E_F\). If another surface of the same insulator is used to define \(\chi\), then \(D_i\), \(\chi\) and \(\Phi_{\rm eff}\) shift together, while \(\phi_B\) does not move. The barrier is a property of the contact; the effective work function also carries the choice of a free surface.

\paragraph{Remark 2 (two metals on one insulator).} For metals \(A\) and \(B\), subtracting (\ref{eq:eff}) for \(B\) from that for \(A\) gives
\begin{equation}
\Phi_{\rm eff}^A-\Phi_{\rm eff}^B=(\Delta^A-\Delta^B)-(\mu^A-\mu^B).
\end{equation}
In vacuum the corresponding difference is \((D_m^A-D_m^B)-(\mu^A-\mu^B)\). Here \(D_i\) has dropped out, and exchanging \(D_m\) for \(\Delta\) is correct. For a single metal it is not, because \(D_i\) remains. Changing the metal changes both kinds of term; changing what lies outside a given metal changes the dipole terms.

\section{The change as a displacement of electrons}

Consider a mirror-symmetric stack, insulator/metal/insulator, with its centre at \(z=0\). Let the free insulator layer also be symmetric about its own centre \(z_c\), and let the ions keep their positions when the parts are joined. Define
\begin{equation}
\delta n=n_{\rm stack}-n_{\rm metal}-n_{\rm insulator},
\end{equation}
with each separate part placed where it sits in the stack.

\paragraph{Corollary 1.} Under these further conditions,
\begin{equation}
\Phi_{\rm eff}-\Phi_m=\frac{e^2}{\varepsilon_0}\int_0^\infty z\,\delta n(z)\,dz .
\label{eq:dn}
\end{equation}

\paragraph{Proof.} Apply Lemma 1 with \(z_0=0\) to the stack and to the free metal, and subtract. The difference of the two steps \(V_{\rm vac}-v(0)\) is \((e^2/\varepsilon_0)\int_0^\infty z\,(q_{\rm stack}-q_{\rm metal})\,dz\). The free insulator layer may be subtracted as well, since it contributes nothing:
\begin{equation}
\int z\,q_{\rm ins}\,dz=z_c\int q_{\rm ins}\,dz+\int (z-z_c)\,q_{\rm ins}\,dz=0+0 .
\end{equation}
The first term vanishes by neutrality and the second by symmetry. The ion densities cancel, so \(q_{\rm stack}-q_{\rm metal}-q_{\rm ins}=\delta n\). Finally, a work function is \([V_{\rm vac}-v(0)]-[E_F-v(0)]\), and the second bracket is a property of the metal's interior, equal in both systems. The difference of the steps is therefore the difference of the work functions.

Electrons displaced towards the metal make the moment negative and lower \(\Phi_{\rm eff}\). Tails of metal states that reach into the gap of the insulator are part of \(\delta n\) and need no separate term. If ions relax on contact, their displacement must be included by replacing \(\delta n\) with \(\delta n-\delta n_+\), where \(\delta n_+\) is the change of \(n_+\).

\paragraph{Corollary 2 (no rearrangement).} If the moment of \(\delta n\) vanishes, then \(\Phi_{\rm eff}=\Phi_m\) and \(\phi_B=\Phi_m-\chi\), the Schottky--Mott rule. Equation (\ref{eq:diff}) then gives \(\Delta=D_m-D_i\). The step between the two interiors is in general not zero in this limit: it is the difference between two free-surface steps.

A wide vacuum gap between metal and insulator realizes this limit, provided that \(E_F\) still falls in the insulator's gap and that the surfaces of the insulator have no states in the gap that can take up or give off electrons. If \(E_F\) falls in a band instead, electrons pass from one side to the other until a field across the vacuum gap stops them, and assumption 2 fails. Partly filled surface states act in the same way even when \(E_F\) lies in the gap and the interior bands are flat: they exchange charge with the metal, the moment of \(\delta n\) does not vanish, and the barrier is set by the surface states rather than by \(\Phi_m-\chi\).

\section{A self-consistent example}

The model uses round parameters and stands for no particular material. In atomic units (\(\hbar=m=e=4\pi\varepsilon_0=1\)) the electrons obey
\begin{equation}
\left[-\tfrac12\frac{d^2}{dz^2}+v+v_x(n)+w\right]\psi_j=\varepsilon_j\psi_j,\qquad
n=\frac{2}{A}\sum_j f_j|\psi_j|^2 ,
\end{equation}
together with \(v''=-4\pi q\). There is one transverse mode per area \(A=25\) bohr\(^2\), and \(f_j\) is the Fermi function with smearing \(k_BT=0.008\) hartree, a numerical broadening equivalent to about 2500 K. The exchange potential is \(v_x=-(3n/\pi)^{1/3}\), regularized for densities near and below \(10^{-7}\) bohr\(^{-3}\). Correlation is left out.

The metal is a uniform positive background, 120 bohr thick, with 0.25 electrons per bohr in each area \(A\). The insulator has eight ion sheets with a period of 4.8 bohr. Each sheet carries two positive charges per \(A\), spread as a Gaussian of width 0.5 bohr, and a short-range well \(w\) of the same width and depth 0.60 hartree. Two electrons per sheet fill one band, and the gap is 12.3 eV. The first sheet lies half a period plus an extra spacing \(d\) from the edge of the metal background.

\paragraph{Bulk term.} In one dimension, with two spins and both signs of \(k\), (\ref{eq:fill}) becomes
\begin{equation}
\frac{2}{\pi}\int_0^\infty\frac{dk}{1+e^{(k^2/2-\mu_{\rm kin})/k_BT}}=0.25,
\qquad \mu=\mu_{\rm kin}+v_x(\bar n).
\end{equation}
Its solution is \(\mu_{\rm kin}=2.118\) eV. The density is \(\bar n=0.25/25=0.01\) bohr\(^{-3}\), so \(v_x=-(0.03/\pi)^{1/3}=-0.2122\) hartree, or \(-5.773\) eV. Hence \(\mu=-3.655\) eV, with no surface in the calculation.

The interior of the free slab gives \(-3.6565\) eV, and so do the interiors of all three stacks, to the last printed digit. The infinite-metal value is \(-3.6554\) eV. The offset of 0.001 eV has the size expected from the grid. With spacing \(h\), the three-point second derivative turns \(k^2/2\) into \((1-\cos kh)/h^2\simeq k^2/2-k^4h^2/24\). At \(k_F=\pi(0.25)/2=0.393\) and \(h=0.2\) bohr the last term is \(4.0\times10^{-5}\) hartree, or 0.001 eV. The narrow ion sheets of the insulator are resolved less well, and \(D_i\), \(\chi\) and the contact values below carry grid errors of up to about 0.015 eV. Converged in the grid, \(D_i=1.756\) eV, \(\chi=1.160\) eV and \(\Phi_m=5.056\) eV, and at \(d=0\) \(\Delta=-1.018\) eV, \(\phi_B=3.233\) eV and \(\Phi_{\rm eff}-\Phi_m=-0.663\) eV. The values quoted below are those for \(h=0.2\) bohr. Their third decimal serves to compare different routes on the same grid.

\paragraph{Free surfaces.} The metal has \(D_m=1.402\) eV, so \(\Phi_m=1.402+3.655=5.057\) eV; the direct value is 5.058 eV. The insulator has \(D_i=1.740\) eV and \(\chi=1.150\) eV.

\paragraph{Contact.} The results for three spacings are, in eV except for \(d\):
\begin{center}
\begin{tabular}{ccccc}
\(d\) (bohr) & \(\Delta\) & \(\phi_B\) & \(\Phi_{\rm eff}\) & \(\Phi_{\rm eff}-\Phi_m\)\\
\hline
0 & \(-1.006\) & 3.241 & 4.391 & \(-0.667\)\\
2 & \(-0.404\) & 3.843 & 4.993 & \(-0.065\)\\
12 & \(-0.339\) & 3.908 & 5.058 & \(0.000\)
\end{tabular}
\end{center}
The column \(\Phi_{\rm eff}\) is read from the vacuum level beyond the insulator. At \(d=0\), the theorem gives
\begin{equation}
\Delta+D_i-\mu=-1.006+1.740+3.655=4.389\ \text{eV},
\end{equation}
and barrier plus affinity gives \(3.241+1.150=4.391\) eV. The total dipole step between the metal's interior and vacuum has fallen from 1.402 eV to \(-1.006+1.740=0.734\) eV. That fall accounts for the change in work function. Leaving out \(D_i\) would give \(-1.006+3.655=2.649\) eV, the failed repair of the opening.

The change also follows from the displaced electrons. In atomic units \(e^2/\varepsilon_0=4\pi\) hartree bohr, which is 342 eV bohr. The moment at \(d=0\) is \(-0.00195\) electrons per bohr, and the product is \(-0.667\) eV. The sign shows a net displacement towards the metal. The moment contains all electrons together, so it does not tell how much of the displacement belongs to the metal and how much to the insulator.

At \(d=12\) bohr the work function returns to its vacuum value, while \(\Delta\) stays at \(-0.339\) eV. This agrees with \(D_m-D_i=1.402-1.740=-0.338\) eV, as Corollary 2 requires.

The tests require the interior values of \(\mu\) to agree with the infinite-metal value within 0.005 eV, and the different routes to \(\Phi_{\rm eff}\) and to its change to agree within 0.01 eV. The numerical output lists the values. They support the relations within this model; they do not predict the barrier of a real gate stack, where correlation, in-plane structure, relaxation and defects also matter.

\section{What is convention and what is not}

\paragraph{Remark 3 (shifting the reference).} Replace \(V_m\) by \(V_m+c\), with \(c\) any bulk constant of the metal. From the definitions,
\begin{equation}
\mu\to\mu-c,\qquad D_m\to D_m-c,\qquad \Delta\to\Delta-c .
\end{equation}
Then \(D_m-\mu\), \(\Delta+D_i-\mu\) and \(\Delta-D_m\) are all unchanged. The theorem keeps its form, but the shares of the two terms do not.

In the example, let the reference include the exchange potential, so that \(c=-5.773\) eV. The bulk term becomes \(\mu=2.118\) eV and the surface step \(D_m=1.402+5.773=7.175\) eV. Their combination is again \(7.175-2.118=5.057\) eV. With the first reference most of the work function seems to come from the bulk; with the second, the bulk term even opposes binding. A statement about which term is larger therefore needs its reference. The statement that \(\mu\) does not change on contact holds for every such \(c\).

\paragraph{Remark 4 (a field in the insulator).} Let charges at the two faces of an insulator of thickness \(t\) produce a uniform slope \(s=dv/dz\) inside it, with no field in the vacuum outside. If \(s\) is weak enough for the steps at both faces to keep their flat-band values, the vacuum level outside lies above \(E_F\) by
\begin{equation}
\Delta+st+D_i-\mu=\Phi_{\rm eff}+st .
\end{equation}
The direct reading of Remark 1 is then wrong by \(st\). Readings at several thicknesses with the same \(s\) fall on a straight line, whose extrapolation to \(t=0\) gives \(\Phi_{\rm eff}\) to the same approximation. The steps at the faces do shift, in proportion to \(s\). The regions at the faces feel the unscreened field, larger than \(s\) by the dielectric constant \(\varepsilon_r\) of the insulator, so the intercept is off by \(s\) times \(\varepsilon_r\lambda\), with \(\lambda\) a length of atomic size. This error vanishes as \(s\to0\) and is small beside \(st\) only for \(t\gg\varepsilon_r|\lambda|\). With \(\varepsilon_r\approx25\) and \(|\lambda|\approx1\) bohr, \(\varepsilon_r|\lambda|\) is about 1 nm, which is not small beside the thickness of a high-\(k\) gate dielectric.

\paragraph{Remark 5 (when the bulk term does change).} Lemma 2 rests on an unchanged, thick interior. If the insulator's growth dissolves oxygen in the metal, alloys it or strains it throughout, \(g(\varepsilon)\) or \(\bar n\) in (\ref{eq:fill}) is altered and \(\mu\) may shift. The difference of the work functions then gains the term \(-(\mu_{\rm joined}-\mu_{\rm free})\). In a film so thin that its two boundary regions overlap, no interior remains to define \(\mu\) and \(V_m\) separately. The total \(V_{\rm vac}-E_F\) still exists, but its division into a bulk and a dipole part loses its basis.

\section*{Computed results}
\begin{verbatim}
INPUTS (atomic units: hartree, bohr)
area per mode = 25.0 bohr^2; smearing kT = 0.008 hartree
metal: 0.25 electrons/bohr per area, thickness 120 bohr
insulator: 8 sheets, period 4.8 bohr, 2 electrons per sheet and area
ion well depth = 0.60 hartree, ion width = 0.50 bohr
grid spacing = 0.20 bohr; outer vacuum = 20 bohr
exchange tail density = 1.0e-07 bohr^-3
1 hartree = 27.211386 eV
FREE METAL
infinite metal: kinetic part of mu = 2.1176 eV
infinite metal: exchange part of mu = -5.7730 eV
infinite metal: mu = -3.6554 eV
slab interior: mu = -3.6565 eV
surface dipole step D_m = 1.4016 eV
work function Phi_m = 5.0581 eV
FREE INSULATOR
surface dipole step D_i = 1.7403 eV
electron affinity chi = 1.1502 eV
band gap = 12.3052 eV
STACK, extra spacing = 0.0 bohr
mu in metal interior = -3.6565 eV
interface step Delta = -1.0061 eV
Phi_eff read from vacuum level = 4.3907 eV
Phi_eff from Delta + D_i - mu = 4.3897 eV
electron barrier = 3.2405 eV
barrier + affinity = 4.3907 eV
Phi_eff - Phi_m = -0.6673 eV
first moment of delta_n = -0.001952 electrons/bohr
change from that moment = -0.6673 eV
STACK, extra spacing = 2.0 bohr
mu in metal interior = -3.6565 eV
interface step Delta = -0.4039 eV
Phi_eff read from vacuum level = 4.9930 eV
Phi_eff from Delta + D_i - mu = 4.9919 eV
electron barrier = 3.8428 eV
barrier + affinity = 4.9930 eV
Phi_eff - Phi_m = -0.0651 eV
first moment of delta_n = -0.000190 electrons/bohr
change from that moment = -0.0651 eV
STACK, extra spacing = 12.0 bohr
mu in metal interior = -3.6565 eV
interface step Delta = -0.3385 eV
Phi_eff read from vacuum level = 5.0584 eV
Phi_eff from Delta + D_i - mu = 5.0573 eV
electron barrier = 3.9082 eV
barrier + affinity = 5.0584 eV
Phi_eff - Phi_m = 0.0003 eV
first moment of delta_n = 0.000001 electrons/bohr
change from that moment = 0.0003 eV
\end{verbatim}
